# Resistivity times mean free path, and metals for narrow interconnects

## Problem

A metal has bulk resistivity $\rho$ and electron mean free path $\lambda$.

(a) Within semiclassical transport, find which property of the electron bands fixes the product $\rho\lambda$, and under what conditions.

(b) The metal is made into a long round wire of diameter $d$ whose wall scatters diffusely. Find the resistivity $\rho_w$ for $d\ll\lambda$ and for $d\gg\lambda$.

(c) Copper, ruthenium and cobalt are to fill round openings of diameter $W=10$, 20 and 40 nm. Rank them by resistance per length, using these rough values at 300 K:

| | Cu | Ru | Co |
|---|---|---|---|
| bulk $\rho$ (µΩ cm) | 1.7 | 7.5 | 6.0 |
| Fermi-surface area per spin (nm⁻²) | see below | 3300 | 2500 |
| liner per side (nm) | 2 | 0 | 1 |

For copper, take a free-electron sphere with one electron per atom and a cubic lattice constant of 0.36 nm, with four atoms per cell. The areas of Ru and Co are rough sizes from band theory, not computed here. The liner is first taken not to conduct.

## Solution

### (a) The bulk product

The algebra is in atomic units, $\hbar=e=m_e=1$, and the electron has charge $-1$. In a field $\mathbf E$ its wavevector obeys $\dot{\mathbf k}=-\mathbf E$. Write the occupation as $f_0+g$, with $f_0$ the Fermi function of the energy $\varepsilon$, and let collisions remove $g$ at the rate $1/\tau(\mathbf k)$. To first order in the field, the steady state satisfies

$$-\mathbf E\cdot\mathbf v\,f_0'=-\frac{g}{\tau}\quad\Rightarrow\quad g=\tau\,(\mathbf v\cdot\mathbf E)\,f_0',$$

because $\partial f_0/\partial\mathbf k=\mathbf v f_0'$. The current density is $\mathbf j=-2\int \mathbf v\,g\,d^3k/(2\pi)^3$, where the 2 counts spin. At low temperature $-f_0'=\delta(\varepsilon-\varepsilon_F)$, so

$$\sigma_{ij}=\frac{2}{(2\pi)^3}\int d^3k\;\tau\,v_iv_j\,\delta(\varepsilon-\varepsilon_F).$$

Split $d^3k$ into an element $dS$ of a constant-energy surface and a step $d\varepsilon/|\mathbf v|$ along its normal. The velocity is normal to the surface, $\mathbf v=|\mathbf v|\mathbf n$. With $\lambda=|\mathbf v|\tau$,

$$\sigma_{ij}=\frac{1}{4\pi^3}\int dS\,\frac{\tau v_iv_j}{|\mathbf v|}=\frac{1}{4\pi^3}\int dS\;\lambda\,n_in_j .$$

The speed has gone. At a given free path a fast electron feels the field for a shorter time, so the field shifts the Fermi surface less there, but each displaced electron carries its charge faster. The two effects cancel.

Now take one third of the trace. Since $\mathbf n\cdot\mathbf n=1$,

$$\sigma\equiv\tfrac13\sum_i\sigma_{ii}=\frac{1}{12\pi^3}\int\lambda\,dS=\frac{S\langle\lambda\rangle}{12\pi^3},$$

where $S$ is the area per spin and $\langle\lambda\rangle$ the area-weighted mean. Restoring units with the factor $e^2/\hbar$, and writing $\rho=1/\sigma$,

$$\boxed{\;\rho\,\langle\lambda\rangle=\frac{12\pi^3\hbar}{e^2S}\;}$$

Three conditions belong to this result.

**Which mean free path.** If $\lambda$ varies over the surface, the length in the formula is its area-weighted mean. A length obtained with another weighting brings the velocities back.

**Which direction.** In a cubic crystal $\sigma_{ij}$ is a multiple of the unit matrix, so the law holds along every axis. Ruthenium and hexagonal cobalt have two different conductivities, and only the trace obeys the law. A tight-binding band with unequal hoppings along $x,y,z$ shows the difference: a direct sum over its Brillouin zone gives $\sigma_{ii}/\lambda=0.109$, 0.082 and 0.132 atomic units. Their mean, 0.10735, agrees with the value 0.10734 from the area of the surface.

**Which spin.** In a ferromagnet each spin contributes $\frac{1}{24\pi^3}\int\lambda\,dS$. The formula stands if $S=(S_\uparrow+S_\downarrow)/2$ and $\langle\lambda\rangle$ is averaged over both surfaces together.

For free electrons $S=4\pi k_F^2$ and the density is $n_e=k_F^3/3\pi^2$. Then $\rho\lambda=3\pi^2/k_F^2=k_F/n_e$, which in ordinary units is the Drude value $m_ev_F/(n_ee^2)$.

### (b) The wire

Let $\lambda$ be uniform over the Fermi surface. An electron is taken to leave a diffuse wall with no memory of the field. This conserves particles at every point of the wall if a mirror plane of the crystal lies across the wire, and always for a spherical surface; for other wire axes it is an approximation. If the electron has since travelled a distance $s$, it has gained from the field only during the time $s/|\mathbf v|$, and $\tau$ in $g$ is replaced by

$$\int_0^{s/|\mathbf v|}e^{-t/\tau}dt=\tau\left(1-e^{-s/\lambda}\right).$$

Let $\theta$ be the angle between $\mathbf n$ and the wire axis, and $H(\theta)$ the average of $1-e^{-s/\lambda}$ over the cross-section. The axial conductivity is $\frac{1}{4\pi^3}\int dS\,\lambda\cos^2\theta\,H(\theta)$. Now average it over all orientations of the crystal. Every surface element then points in all directions with equal weight, and within this wall model

$$\sigma_w=\sigma F,\qquad F=3\int_0^{\pi/2}\sin\theta\cos^2\theta\,H(\theta)\,d\theta .$$

$F$ depends only on $\kappa=d/\lambda$. The bulk law thus carries over to the wire, but only for this average and only as far as the wall model holds. In a non-cubic crystal a wire tilted to the axes forces the current along its direction $\mathbf u$, so even a thick wire conducts $1/\sum_{ij}u_i\rho_{ij}u_j$, with $\rho_{ij}$ the resistivity tensor. The orientation average of this lies below $\sigma$: by about 1% for an axis-to-plane conductivity ratio of 1.35, and by 16% for a ratio of 3. For a strongly warped cubic surface at $\kappa=0.3$, $F$ is 0.16 with the wire along [001] and 0.28 along [111], although the bulk conductivities are equal. The average over orientations is 0.220, as for a sphere. No mirror plane lies across [111] or across a general axis; a wall that conserves particles lowers the [111] value and the average by about 1% or less. A wire with grains in series, each much longer than the electron flights, averages resistivities instead, which gives a lower conductivity: equal lengths of these two orientations give $2/(1/0.1637+1/0.2826)=0.207$, against a plain mean of 0.223.

To find $H$, project the path on the cross-section. Measure lengths there in units of $d$ and let $s$ now be the projected distance, so the exponent is $-\kappa s/\sin\theta$. Lines in a fixed direction cut chords $c=\cos\varphi$ at offsets $x=\frac12\sin\varphi$, and points lie uniformly along each chord. The section has area $\pi/4$, so

$$\langle s^m\rangle=\frac4\pi\int dx\,\frac{c^{m+1}}{m+1}=\frac{2}{(m+1)\pi}\int_{-\pi/2}^{\pi/2}\cos^{m+2}\varphi\,d\varphi ,$$

which gives $\langle s\rangle=4/3\pi$, $\langle s^2\rangle=1/4$ and $\langle s^3\rangle=8/15\pi$.

**Thin wire.** Do the $\theta$ integral first. With $a=\kappa s$ define

$$J(a)=3\int_0^{\pi/2}\sin\theta\cos^2\theta\left(1-e^{-a/\sin\theta}\right)d\theta,\qquad F=\langle J(\kappa s)\rangle .$$

Here $J(0)=0$ and $J'(0)=3\int\cos^2\theta\,d\theta=3\pi/4$. Differentiate twice and write $\cos^2\theta=1-\sin^2\theta$:

$$J''(a)=-3\left[\int_0^{\pi/2}\frac{e^{-a/\sin\theta}}{\sin\theta}d\theta-\int_0^{\pi/2}\sin\theta\,e^{-a/\sin\theta}d\theta\right].$$

The substitution $1/\sin\theta=\cosh t$ turns the first integral into $\int_0^\infty e^{-a\cosh t}dt=K_0(a)$, a Bessel function equal to $\ln(2/a)-\gamma$ for small $a$, with $\gamma=0.577$ Euler's constant. The second is $1-\pi a/2$ to first order. Integrating twice,

$$J(a)\simeq\frac{3\pi}{4}a-\frac{3a^2}{2}\left[\ln\frac2a+\frac12-\gamma\right]-\frac{\pi a^3}{4}.$$

The average over the section needs $\langle s^2\ln s\rangle$, the derivative of $\langle s^m\rangle$ with respect to $m$ at $m=2$. The prefactor $1/(m+1)$ contributes $-\frac13$ to the logarithmic derivative, and the cosine integral contributes $\frac12[\psi(\frac52)-\psi(3)]=\frac7{12}-\ln2$, with $\psi$ the digamma function. Hence $\langle s^2\ln s\rangle/\langle s^2\rangle=\frac14-\ln2$, and

$$F\simeq\kappa-\frac38\kappa^2\left[\ln\frac1\kappa+2\ln2+\frac14-\gamma\right]-\frac{2}{15}\kappa^3 .$$

At $\kappa=0.1$ this gives 0.087260, and direct quadrature 0.087265. The leading term is the answer for $d\ll\lambda$:

$$\rho_w\to\frac{\rho\lambda}{d}=\frac{12\pi^3\hbar}{e^2S\,d}.$$

The bulk scattering rate has dropped out: the wall sets the free path, and the Fermi surface sets how many electrons carry the current.

**Thick wire.** For $d\gg\lambda$ only points near the wall lose conduction. Integrating $e^{-\kappa s/\sin\theta}$ along each chord gives $\sin\theta/\kappa$. The offsets span a unit length, so $1-H=\frac4\pi\sin\theta/\kappa$ and

$$F\simeq1-\frac{12}{\pi\kappa}\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=1-\frac{3}{4\kappa},\qquad \rho_w\simeq\rho+\frac34\frac{\rho\lambda}{d}.$$

Both limits fit the form

$$\rho_w=\rho+C\,\frac{\rho\lambda}{d},\qquad C=\kappa\left(\frac1F-1\right).$$

Evaluated for $\kappa$ from 0.01 to 100, $C$ lies between 0.75 and 1.07, with its peak near $\kappa=0.3$. It can exceed 1 because the thin-wire series gives $C\simeq1+\kappa\{\frac38[\ln(1/\kappa)+1.06]-1\}$, and the brace is positive for small $\kappa$.

### (c) The three metals

The constant is $12\pi^3\hbar/e^2=1.529\times10^5$ µΩ cm/nm. For copper $n_e=4/0.36^3=85.7$ nm⁻³, so $k_F=(3\pi^2n_e)^{1/3}=13.6$ nm⁻¹ and $S=4\pi k_F^2=2338$ nm⁻². Then

$$\rho\lambda=\frac{152857}{2338}=65\ \text{µΩ cm nm}=6.5\times10^{-16}\ \Omega\,\text{m}^2,\qquad \lambda=\frac{65.4}{1.7}=38\ \text{nm}.$$

The metal in an opening $W$ has diameter $d=W-2b$, with $b$ the liner thickness. Its resistance per length is $4\rho_w/\pi d^2$, and 1 µΩ cm/nm² equals $10^4$ Ω/µm. For copper at $W=10$ nm, $d=6$ nm and $\kappa=0.16$. There $C=1.054$, so $\rho_w=1.7+1.054\times65.4/6=13.2$ µΩ cm. The section is 28.3 nm², which gives $4.7\times10^3$ Ω/µm.

| | Cu | Ru | Co |
|---|---|---|---|
| $\rho\lambda$ (µΩ cm nm) | 65 | 46 | 61 |
| $\lambda$ (nm) | 38 | 6 | 10 |
| $\rho_w$, 10 nm wire, no liner (µΩ cm) | 8.6 | 12.1 | 12.3 |
| $W=10$ nm (Ω/µm) | 4700 | 1500 | 2800 |
| $W=20$ nm (Ω/µm) | 300 | 310 | 370 |
| $W=40$ nm (Ω/µm) | 35 | 67 | 66 |

By $\rho\lambda$ alone the order is Ru, Co, Cu. How firm is it? If each area may be wrong by 10%, a ratio of areas must exceed $1.1/0.9=1.22$ to keep its order. Ru/Cu is 1.41 and Ru/Co is 1.32, so ruthenium's place holds. Co/Cu is 1.07, so these inputs do not decide between cobalt and copper.

The third row shows that $\rho\lambda$ does not settle the matter at 10 nm. Without liners copper still has the lowest resistivity, because its bulk term is so small. Setting $C=1$ for both metals, ruthenium overtakes copper at

$$d=\frac{65.4-46.3}{7.5-1.7}=3.3\ \text{nm},$$

and the full $F$ gives the same figure. For cobalt against copper the full $F$ gives 0.7 nm, a few atoms across, where a semiclassical wire has no meaning.

With these liners the order changes at useful sizes. Copper keeps $(6/10)^2=36\%$ of a 10 nm opening, and the ranking there is Ru, Co, Cu. At 20 nm copper and ruthenium are level within the accuracy of the inputs; their crossover lies near 20 nm. Cobalt beats copper below about 16 nm, and ruthenium beats cobalt below about 35 nm. These two figures give both spins in cobalt the same free path. If the paths differ at the same mean, cobalt loses more conductivity to the wall, so the first figure falls and the second rises. For one path five times the other, with the longer path on 30 to 50% of the area, they become 13 to 14 nm and 51 to 58 nm; the order at 10 nm is unchanged. At 40 nm copper is best by nearly a factor of two, while ruthenium and cobalt are level within the accuracy of the inputs. In this model, then, ruthenium's advantage at 10 nm rests mainly on its freedom from a liner, and its larger Fermi surface widens the margin. With copper's area in place of its own, and $C=1$, ruthenium would have $\rho_w=7.5+65.4/10=14$ µΩ cm, or about 1800 Ω/µm, still far below copper's 4700.

### What the model leaves out

**Grain boundaries.** Consider a plane across the current. The number of forward channels per unit area and spin is $\frac{1}{8\pi^2}\int|\mathbf n\cdot\mathbf u|\,dS$, with $\mathbf u$ the wire direction. The average of $|\mathbf n\cdot\mathbf u|$ over orientations is $\frac12$, so this is $S/16\pi^2$. Each channel conducts $e^2/2\pi\hbar$; with two spins the conductance per area is $G_0=e^2S/16\pi^3\hbar$.

Let a boundary reflect a fraction $R$ and transmit $T=1-R$. Two boundaries in sequence, with intensities added over repeated reflections, transmit $T_{12}=T_1T_2/(1-R_1R_2)$. Therefore

$$\frac{1-T_{12}}{T_{12}}=\frac{R_1+R_2-2R_1R_2}{T_1T_2}=\frac{R_1}{T_1}+\frac{R_2}{T_2}.$$

Each boundary adds $R/(TG_0)$ to resistance times area. For boundaries a distance $D$ apart,

$$\Delta\rho=\frac{R}{T}\,\frac{16\pi^3\hbar}{e^2SD}=\frac43\,\frac{R}{1-R}\,\frac{\rho\lambda}{D}.$$

This again contains only the area. It holds when reflection at the boundaries dominates all other scattering, which requires $D\ll\lambda R/(1-R)$, and is an estimate for the other cases. With $R=0.3$ and $D=d$ in all three metals, the copper–ruthenium crossover moves from 20 to 24 nm. This figure is such an estimate: the boundary term is simply added to the wall term, and near 24 nm $D$ is about 1.2 times $\lambda R/(1-R)$ in copper and 9 times in ruthenium, outside the condition. There the coefficient is nearer $\frac32$ than $\frac43$, which leaves the crossover close to 24 nm.

**Smoother walls.** Let the wall reflect a fraction $p$ specularly. On a spherical Fermi surface the axial velocity is kept and each further flight repeats the same chord. With $q=e^{-\kappa s/\sin\theta}$ and $E=e^{-\kappa c/\sin\theta}$, the contributions of successive flights sum to

$$1-q+pq(1-E)(1+pE+\dots)=1-q\,\frac{1-p}{1-pE}.$$

At $\kappa=1$, $p=0.5$ raises $F$ from 0.49 to 0.70. Applied to all three metals it lowers the crossover to 14 nm, since copper, with the longest free path, gains most.

**Temperature and anisotropy.** At 373 K, with bulk resistivity taken proportional to temperature, $\rho\lambda$ is unchanged and the crossover is 18 nm. If ruthenium's $\sigma/\lambda$ along the hexagonal axis is assumed, for illustration, to be 1.35 times its value across the axis, the crossover is 19 to 20 nm. That estimate merely rescales the area; the [001] and [111] values above show that in a wire much thinner than $\lambda$ the shape of the surface matters too. For ruthenium near 20 nm, $d$ is about three times $\lambda$, so the effect of shape is weaker there but not absent.

**Liner, quantization and frequency.** A liner of 200 µΩ cm, a rough value, carries 12% of the copper core's current at $W=10$ nm and lowers the Cu/Ru resistance ratio from 3.0 to 2.7. A bare 10 nm copper wire with hard walls has 1129 transverse modes per spin, against 1163 from the area count, a 3% loss. At 10 GHz the skin depth of bulk copper is about 660 nm and $\omega\tau=1.5\times10^{-3}$, so the static result serves.

**Real lines.** A line may instead fill a rectangular trench, with the liner on the sides and bottom. For a trench 10 nm wide and 20 nm high, a 2 nm liner leaves $6\times18/200=54\%$ for copper, not 36%. With the resistivities held fixed, the Cu/Ru ratio of 3.0 falls to about 2.0. The taller section also weakens wall scattering, most of all in copper, so the ratio is in fact lower still, and the crossover moves to smaller openings. Ruthenium may in practice need a thin adhesion layer, which would reduce its advantage further. Real walls and grain boundaries also differ from metal to metal, whereas each comparison here gives all three the same $p$ and $R$; the range of crossovers found above, from 14 to 24 nm, may therefore understate the uncertainty. The contact resistance of vias and the lifetime under current also enter the choice of metal and lie outside this estimate. The main values are in the numerical output.

## Calculated quantities

```
cubic model: sigma/lam zone sum 0.15371, area law 0.15371 a.u.
orthorhombic sigma/lam x,y,z: 0.10856 0.08160 0.13187 a.u.
  their mean 0.10735, area law 0.10734 a.u.
F(1), diffuse: 0.4929; simulation 0.4925 +- 0.0016
F(1), p = 0.5: 0.7023; simulation 0.7018 +- 0.0022
F(0.1): quadrature 0.087265, thin-wire series 0.087260
C for d/lam from 0.01 to 100: 0.756 to 1.062, peak near d/lam = 0.31
warped surface, d/lam = 0.3: F [001] 0.1637, [111] 0.2826
  orientation mean 0.2202, sphere 0.2203
12 pi^3 hbar/e^2 = 152857 micro-ohm cm nm per nm^2
Cu: lattice constant 0.36 nm (rough), k_F 13.64 nm^-1
Cu: area 2338 nm^-2, bulk rho 1.7 micro-ohm cm, liner 2.0 nm
  rho*lam 65.4 micro-ohm cm nm = 6.54e-16 ohm m^2, lam 38.5 nm
  bare 10 nm wire: rho 8.6 micro-ohm cm
Ru: area 3300 nm^-2, bulk rho 7.5 micro-ohm cm, liner 0.0 nm
  rho*lam 46.3 micro-ohm cm nm = 4.63e-16 ohm m^2, lam 6.2 nm
  bare 10 nm wire: rho 12.1 micro-ohm cm
Co: area 2500 nm^-2, bulk rho 6.0 micro-ohm cm, liner 1.0 nm
  rho*lam 61.1 micro-ohm cm nm = 6.11e-16 ohm m^2, lam 10.2 nm
  bare 10 nm wire: rho 12.3 micro-ohm cm
area ratios: Ru/Cu 1.41, Co/Cu 1.07, Ru/Co 1.32
ratio needed to survive 10% area errors: 1.22
opening 10 nm, ohm per micrometre: Cu 4664, Ru 1537, Co 2780
opening 20 nm, ohm per micrometre: Cu 300, Ru 306, Co 366
opening 40 nm, ohm per micrometre: Cu 35, Ru 67, Co 66
no liners: Ru beats Cu below 3.3 nm, Co beats Cu below 0.7 nm
with liners: Co beats Cu below 15.7 nm, Ru beats Co below 35.3 nm
with liners, Ru beats Cu below this opening; Cu/Ru resistance at 10 nm:
  baseline: 19.7 nm; 3.03
  grain boundaries, reflection 0.3: 23.6 nm; 3.66
  specularity 0.5: 13.6 nm; 1.76
  373 K, bulk rho taken as linear in T: 18.1 nm; 2.75
  Ru current in basal plane: 19.2 nm; 2.89
  Ru current along hexagonal axis: 20.4 nm; 3.27
  areas: Ru -10%, Cu +10%: 18.1 nm; 2.67
rough Ru axis-to-plane ratio of sigma/lam: 1.35
Cu liner (rough 200 micro-ohm cm) conductance over core, 10 nm opening: 0.117
modes in bare 10 nm Cu wire: 1129, from area 1163
bulk Cu at 10 GHz: skin depth 656 nm, omega*tau 1.5e-03
```
